\section*{Silicon multiplet splittings from all-electron and nodeless pseudo-orbitals}

\section*{Setting and conventions}

The valence orbitals of a free silicon atom are written $\psi(\mathbf r)=[u_l(r)/r]\,Y(\mathbf n)$, with $\mathbf n=\mathbf r/r$, real $u_l$, $\int_0^\infty u_l^2\,dr=1$, and $l=0,1$ for $3s$ and $3p$. The angular functions are real:
\begin{equation}
Y_s=\frac{1}{\sqrt{4\pi}},\qquad Y_i=\sqrt{\frac{3}{4\pi}}\;n_i,\quad i=x,y,z .
\end{equation}
With $\kappa=e^2/(4\pi\varepsilon_0)$, define for any radial density $\rho$
\begin{equation}
R^k[\rho]=\kappa\int_0^\infty\!\!\int_0^\infty \rho(r)\rho(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr' ,
\label{Rk}
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The integrals of interest are $F^2=R^2[u_p^2]$ and $G^1=R^1[u_su_p]$; $F^0=R^0[u_p^2]$ also appears.

The all-electron (AE) orbitals come from a nonrelativistic, spherical, spin-unpolarized calculation for $3s^23p^2$ in the exchange-only local density approximation. A pseudo-orbital (PS) equals the AE orbital for $r\ge r_c$ and has no node for $0<r<r_c$. Both orbitals use the same $r_c$.

Each multiplet is treated in a single configuration with these orbitals frozen. Configuration mixing, further correlation, orbital relaxation and spin--orbit coupling are left out. The AE splittings are therefore a reference for the pseudo-orbitals, not a prediction of measured levels.

\section*{Part (a): the terms of $3p^2$}

\textbf{Question.} Find the energies of the terms of $3s^23p^2$, up to a common constant, in terms of $F^0$ and $F^2$.

\textbf{Answer.} The Coulomb interaction has the expansion
\begin{equation}
\frac{\kappa}{|\mathbf r-\mathbf r'|}=\kappa\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n').
\end{equation}
By the addition theorem for spherical harmonics, integrating $P_k(\mathbf n\cdot\mathbf n')$ against a function of $\mathbf n'$ keeps its order-$k$ part and multiplies it by $4\pi/(2k+1)$. The product $n_kn_l$ has an order-0 part $\delta_{kl}/3$ and an order-2 part $n_kn_l-\delta_{kl}/3$, so only $F^0$ and $F^2$ occur. The two angular averages needed follow from isotropy, with prefactors fixed by contracting indices:
\begin{align}
\int n_in_j\,d\Omega&=\frac{4\pi}{3}\delta_{ij},\\
\int n_in_jn_kn_l\,d\Omega&=\frac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{align}
The coefficient of $F^2$ in the integral $(ij|kl)$, where $Y_iY_j$ belongs to electron 1 and $Y_kY_l$ to electron 2, is
\begin{align}
A_{ij,kl}&=\left(\frac{3}{4\pi}\right)^2\frac{4\pi}{5}\int n_in_j\left(n_kn_l-\frac{\delta_{kl}}3\right)d\Omega\nonumber\\
&=\frac95\left[\frac{\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}}{15}-\frac{\delta_{ij}\delta_{kl}}9\right]\nonumber\\
&=\frac{3}{25}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\frac{2}{25}\delta_{ij}\delta_{kl}.
\end{align}
The last step uses $\frac1{15}-\frac19=-\frac2{45}$. The coefficient of $F^0$ is $\delta_{ij}\delta_{kl}$.

Write the spatial state of the two $p$ electrons as $\sum_{jl}c_{jl}\,p_j(1)p_l(2)$. The interaction turns $c$ into
\begin{align}
(Vc)_{ik}&=\sum_{jl}(ij|kl)\,c_{jl}\nonumber\\
&=F^0c_{ik}+F^2\left[\frac3{25}\left(\delta_{ik}\,\mathrm{Tr}\,c+c_{ki}\right)-\frac2{25}c_{ik}\right].
\end{align}
Three kinds of matrix $c$ are eigenvectors:
\begin{itemize}
\item Antisymmetric $c$ has $c_{ki}=-c_{ik}$ and zero trace. Its three components form a vector, so $L=1$. The Pauli principle requires a symmetric spin state, so this is $^3P$.
\item Symmetric traceless $c$ has five components, so $L=2$. Its spin state is a singlet: $^1D$.
\item For $c_{ik}=\delta_{ik}$ the trace is 3 and $L=0$: $^1S$.
\end{itemize}
Hence
\begin{align}
E(^3P)&=F^0-\tfrac{3+2}{25}F^2=F^0-\tfrac15F^2,\\
E(^1D)&=F^0+\tfrac{3-2}{25}F^2=F^0+\tfrac1{25}F^2,\\
E(^1S)&=F^0+\tfrac{9+3-2}{25}F^2=F^0+\tfrac25F^2 .
\end{align}
The closed shells, including $3s^2$, act on each $p$ electron with the same spherical energy and add only a common constant. The splittings are
\begin{equation}
E(^1D)-E(^3P)=\tfrac6{25}F^2,\qquad E(^1S)-E(^3P)=\tfrac35F^2 .
\label{pp}
\end{equation}
Their ratio is $5/2$ for any radial function. Within this model, pseudization changes the scale of the multiplet but not its pattern.

\section*{Part (b): a splitting governed by $G^1$}

\textbf{Question.} In $3s^23p^2$ the integral $G^1$ shifts all terms equally. Show that it fixes the distance between $^5S$ and $^3S$ in $3s3p^3$, and find that distance.

\textbf{Answer.} The exchange integral between $s$ and $p_i$ contains $Y_sY_i=(\sqrt3/4\pi)n_i$ for both electrons. This is of pure order $k=1$, so
\begin{equation}
K=G^1\,\frac{3}{(4\pi)^2}\,\frac{4\pi}{3}\int n_i^2\,d\Omega
=G^1\,\frac{3}{(4\pi)^2}\left(\frac{4\pi}{3}\right)^2=\frac{G^1}{3}.
\end{equation}
Three $p$ electrons have one spatial state with $L=0$, because the only invariant linear in each of three vectors is the triple product. It is totally antisymmetric, so the spin state is symmetric with $S=3/2$. This is the $^4S$ term, with one electron in each of $p_x,p_y,p_z$. Adding an $s$ electron gives one $^5S$ and one $^3S$ term. No other term of the configuration has $L=0$, so neither can mix within it.

Let $C$ be the energy without $s$--$p$ exchange; it is common to both terms. The $M_S=2$ determinant $|s{\uparrow}\,x{\uparrow}\,y{\uparrow}\,z{\uparrow}|$ is the quintet. Each of its three $s$--$p$ pairs has parallel spins and contributes $-K$:
\begin{equation}
E(^5S)=C-3K .
\end{equation}
Now take $\Phi=|s{\downarrow}\,x{\uparrow}\,y{\uparrow}\,z{\uparrow}|$. Its $s$--$p$ pairs have opposite spins, so its mean energy is $C$. Lowering the spin of the quintet once gives a normalized sum of four determinants, each with amplitude $1/2$. The quintet therefore has weight $1/4$ in $\Phi$. The remaining $3/4$ is $^3S$, since the $p$ electrons of $\Phi$ are in $^4S$. Energy is diagonal in total spin, so
\begin{equation}
C=\tfrac14(C-3K)+\tfrac34E(^3S)\quad\Rightarrow\quad E(^3S)=C+K ,
\end{equation}
and
\begin{equation}
E(^3S)-E(^5S)=4K=\tfrac43G^1 .
\label{sp}
\end{equation}
The numerical check tests (\ref{pp}) and (\ref{sp}) by diagonalizing the interaction among all determinants of each configuration.

\section*{Part (c): the nodeless orbital}

\textbf{Question.} Inside $r_c$ take $u=r^{l+1}e^{p(r)}$ with $p=\sum_{n=0}^{6}c_{2n}r^{2n}$. Find the screened potential that has $u$ as a solution at the AE energy $\varepsilon$. State conditions that fix $p$, and say what norm conservation protects.

\textbf{Answer.} Since $u'/u=(l+1)/r+p'$,
\begin{align}
\frac{u''}{u}&=\left(\frac{u'}u\right)'+\left(\frac{u'}u\right)^2\nonumber\\
&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .
\end{align}
In the radial equation
\begin{equation}
-\frac{\hbar^2}{2m}u''+\left[\frac{\hbar^2l(l+1)}{2mr^2}+V\right]u=\varepsilon u
\label{radial}
\end{equation}
the centrifugal terms cancel, which leaves
\begin{equation}
V=\varepsilon+\frac{\hbar^2}{2m}\left[\frac{2(l+1)}rp'+p''+p'^2\right].
\end{equation}

The Troullier--Martins scheme imposes seven conditions on the seven coefficients. Five of them match $p$ and its first four derivatives to the AE orbital at $r_c$, which makes $V$, $V'$ and $V''$ continuous there. The sixth is norm conservation,
\begin{equation}
\int_0^{r_c}u_{\rm PS}^2\,dr=\int_0^{r_c}u_{\rm AE}^2\,dr .
\label{norm}
\end{equation}
The seventh is zero curvature of $V$ at the origin. The $r^2$ terms in the bracket are $8(l+1)c_4$ from $2(l+1)p'/r$, $12c_4$ from $p''$, and $4c_2^2$ from $p'^2$. Their sum vanishes if
\begin{equation}
c_2^2+(2l+5)c_4=0 .
\end{equation}

The five matching conditions are linear in the coefficients, but the last two are not. Eliminating the other coefficients leaves one nonlinear equation for $c_2$, which can have more than one root. All numbers below use the root of smallest $|c_2|$; another root gives a different orbital inside $r_c$ and different errors.

To see what (\ref{norm}) protects, differentiate (\ref{radial}) with respect to $\varepsilon$ at fixed $V$, and let a dot denote this derivative. Multiply the result by $u$, multiply (\ref{radial}) by $\dot u$, and subtract:
\begin{equation}
-\frac{\hbar^2}{2m}(u\dot u''-\dot uu'')=u^2 .
\end{equation}
The bracket is the derivative of $u\dot u'-\dot uu'$, which vanishes at $r=0$. Integrating to $r_c$ and dividing by $u^2(r_c)$ gives
\begin{equation}
\left.\frac{\partial}{\partial\varepsilon}\frac{u'}{u}\right|_{r_c}
=\left.\frac{u\dot u'-\dot uu'}{u^2}\right|_{r_c}
=-\frac{2m}{\hbar^2u^2(r_c)}\int_0^{r_c}u^2\,dr .
\end{equation}
Equal norms thus give equal logarithmic derivatives to first order in the energy around $\varepsilon$. This concerns scattering of one electron by a spherical potential. It says nothing about how charge is distributed inside $r_c$, on which $F^2$ and $G^1$ depend.

The nodeless form also limits $r_c$ from below. A node outside $r_c$ would be kept, so $r_c$ must exceed the outermost AE node.

\section*{Part (d): where the error comes from}

\textbf{Question.} Separate $\Delta R^k=R^k[\rho_{\rm PS}]-R^k[\rho_{\rm AE}]$ into an error visible from outside $r_c$ and one confined to the inside.

\textbf{Answer.} Split the double integral (\ref{Rk}) at $r_c$. There are three contributions: both radii inside, both outside, and one of each. The last occurs twice, and in it the inner radius is $r_<$. With
\begin{equation}
M_k=\int_0^{r_c}\rho\,r^k\,dr,\qquad T_k=\int_{r_c}^\infty\frac{\rho}{r^{k+1}}\,dr ,
\end{equation}
and $I_k$, $O_k$ for the inside--inside and outside--outside parts, each including $\kappa$,
\begin{equation}
R^k=I_k+2\kappa M_kT_k+O_k .
\end{equation}
The AE and PS densities agree outside, so $\Delta T_k=\Delta O_k=0$ and
\begin{equation}
\Delta R^k=2\kappa\,T_k\,\Delta M_k+\Delta I_k .
\label{split}
\end{equation}
No approximation has been made. The first term arises because the outer charge sees a wrong multipole moment; the second is the changed interaction within the core region.

For $k=0$ and $\rho=u_p^2$, condition (\ref{norm}) makes $\Delta M_0=0$, so the error of $F^0$ is purely internal. For $F^2$ the relevant moment is $\int_0^{r_c} r^2u_p^2\,dr$, and for $G^1$ it is $\int_0^{r_c} r\,u_su_p\,dr$. Norm conservation bounds these moments but fixes neither.

\section*{Part (e): numbers for silicon}

\textbf{Question.} The calculation gives $F^2=4.2118$ eV and $G^1=6.0821$ eV for the AE orbitals. At $r_c=1.8$ bohr the pseudo-orbitals give $4.2920$ eV and $6.2456$ eV. Find the AE splittings and their errors. Then use the tables below to describe the dependence on $r_c$.

\begin{center}
\begin{tabular}{cccccc}
\hline
$r_c$ & $\Delta F^2/F^2$ & $\delta(^1D{-}{}^3P)$ & $\delta(^1S{-}{}^3P)$ & $\Delta G^1/G^1$ & $\delta(^3S{-}{}^5S)$\\
bohr & \% & eV & eV & \% & eV\\
\hline
1.4 & 1.2 & 0.012 & 0.031 & 2.1 & 0.172\\
1.6 & 1.7 & 0.017 & 0.042 & 2.6 & 0.209\\
1.8 & 1.9 & 0.019 & 0.048 & 2.7 & 0.218\\
2.0 & 2.0 & 0.020 & 0.050 & 2.5 & 0.206\\
2.2 & 1.9 & 0.020 & 0.049 & 2.2 & 0.180\\
2.4 & 1.9 & 0.019 & 0.047 & 1.8 & 0.145\\
2.6 & 1.7 & 0.018 & 0.044 & 1.3 & 0.105\\
\hline
\end{tabular}
\end{center}

Errors are PS minus AE, and percentages are relative to AE. The two terms of (\ref{split}), in eV, are:

\begin{center}
\begin{tabular}{ccccc}
\hline
$r_c$ (bohr) & $F^2$: moment & $F^2$: inner & $G^1$: moment & $G^1$: inner\\
\hline
1.4 & 0.040 & 0.012 & 0.101 & 0.028\\
1.8 & 0.037 & 0.043 & 0.082 & 0.082\\
2.2 & 0.021 & 0.061 & 0.037 & 0.098\\
2.6 & 0.009 & 0.064 & 0.006 & 0.073\\
\hline
\end{tabular}
\end{center}

\textbf{Answer.} The AE splittings follow from (\ref{pp}) and (\ref{sp}):
\begin{align}
E(^1D)-E(^3P)&=0.24\times4.2118\ \text{eV}=1.011\ \text{eV},\\
E(^1S)-E(^3P)&=0.60\times4.2118\ \text{eV}=2.527\ \text{eV},\\
E(^3S)-E(^5S)&=\tfrac43\times6.0821\ \text{eV}=8.109\ \text{eV}.
\end{align}
At $r_c=1.8$ bohr,
\begin{align}
\Delta F^2&=4.2920-4.2118=0.0802\ \text{eV},\\
\Delta G^1&=6.2456-6.0821=0.1635\ \text{eV}.
\end{align}
The splittings are linear in the integrals, so their errors are $0.24\times0.0802=0.019$ eV, $0.60\times0.0802=0.048$ eV and $\frac43\times0.1635=0.218$ eV. Relative to AE, the first two are both $0.0802/4.2118=1.9\%$ and the third is $0.1635/6.0821=2.7\%$.

At every sampled $r_c$ the pseudo-orbitals overestimate both integrals and hence all three splittings. The error does not grow steadily with $r_c$. Among the sampled radii it is largest at 2.0 bohr for $F^2$ and at 1.8 bohr for $G^1$, and it falls beyond. This maximum belongs to the root of smallest $|c_2|$. A second root exists at each tabulated radius. With it, for both orbitals, the errors grow steadily between 1.4 and 2.6 bohr, from 1.7\% to 6.3\% in $F^2$ and from 2.7\% to 4.5\% in $G^1$.

The second table shows two competing trends. From 1.4 to 2.6 bohr the moment term of $F^2$ drops from 0.040 to 0.009 eV, while the inner term rises from 0.012 to 0.064 eV. The drop is not monotonic: the moment term is 0.042 eV at 1.6 bohr. In (\ref{split}) this term is the product of $T_k$ and $\Delta M_k$. Beyond the outermost nodes $\rho$ is positive, so $T_k$ decreases whenever $r_c$ increases. The moment error itself does not vanish. For $F^2$ it is
\begin{align}
r_c=1.4:\quad \Delta M_2&=0.10359-0.09321=0.0104\ \text{bohr}^2,\\
r_c=2.6:\quad \Delta M_2&=1.81964-1.80644=0.0132\ \text{bohr}^2 .
\end{align}
It is larger at the larger radius, so between these two radii the drop is due to $T_2$ alone. With $\kappa=27.211$ eV\,bohr, dividing the moment term by $2\kappa\,\Delta M_2$ gives $T_2=0.0396/(2\times27.211\times0.0104)=0.070$ bohr$^{-3}$ at 1.4 bohr and $0.0092/(2\times27.211\times0.0132)=0.013$ bohr$^{-3}$ at 2.6 bohr. $T_2$ weights the outer charge by $1/r^3$, so charge close to $r_c$ counts most. For $G^1$ the inner term also falls at the largest radii, which strengthens the decrease of the total.

The sign of $\Delta M_2$ is not fixed by (\ref{split}) or by norm conservation. It was found by computation to be positive at every sampled $r_c$.

The numerical uncertainty is much smaller than these errors. Two independent evaluations of the pseudo integrals differ by at most $3.3\times10^{-5}$ in relative terms, against errors of $10^{-2}$.

\section*{Part (f): consequences for transferability}

\textbf{Question.} Can the error be removed by reducing $r_c$? Would restoring the correct multipole moments remove it? Does the decrease at large $r_c$ show that a large $r_c$ is preferable?

\textbf{Answer.} At the sampled radii from 1.8 down to 1.4 bohr, reducing $r_c$ lowers both errors. This trend should not be extrapolated to the nodes, and $r_c$ cannot be reduced without limit. The outermost AE nodes of $3s$ and $3p$ both lie near 0.72 bohr, and a nodeless orbital needs $r_c$ beyond them. At the smallest radius in the tables, 1.4 bohr, the errors are 1.2\% in $F^2$ and 2.1\% in $G^1$. The same construction at smaller radii gives 0.5\% and 1.1\% at 1.2 bohr, 0.02\% and $-0.08\%$ at 1.0 bohr, and 0.09\% and $-0.3\%$ at 0.9 bohr. Near 1.0 bohr both errors are thus almost removed, the error of $G^1$ has changed sign, and both grow again in magnitude closer to the nodes. What such a small radius costs in hardness of the potential is not examined here.

Suppose a density confined to $r<r_c$ is added to $u_p^2$ or $u_su_p$ so that $\Delta M_k=0$. Equation (\ref{split}) shows that the moment term then vanishes. At $r_c=1.4$ bohr this term is $0.0396/0.0512=77\%$ of the error of $F^2$ and $0.1012/0.1287=79\%$ of that of $G^1$. At 2.6 bohr the shares are only $0.0092/0.0736=13\%$ and $0.0059/0.0790=7\%$. The inner term changes too, in a way that depends on the shape of the added density, and must be recomputed, so these shares do not predict the gain. For an added density proportional to $r^{k+2}(1-r^2/r_c^2)^n$ with $n=1,3,8$, the error of $F^2$ at 2.6 bohr goes from 0.074 eV to 0.036, 0.024 and 0.006 eV, and at 1.4 bohr from 0.051 eV to $-0.010$, $-0.016$ and $-0.018$ eV. Correct moments alone therefore do not guarantee correct splittings.

The decrease at large $r_c$ is no argument for a large radius. It concerns two integrals, evaluated with the orbitals of one reference configuration. Transferability also requires correct scattering away from $\varepsilon$, where part (c) gives agreement only to first order, and a correct orbital wherever neighbouring atoms overlap the region $r<r_c$. At 2.6 bohr that region contains the maxima of both valence orbitals, at 1.782 bohr for $3s$ and 2.166 bohr for $3p$. Neither requirement was examined here, nor was the hardness of the potential. What the numbers do establish, for this model and this form of pseudo-orbital with the root of smallest $|c_2|$, is that exact norm conservation leaves errors of about 1 to 3\% in the multiplet splittings at the sampled radii from 1.4 to 2.6 bohr.

\section*{Table of computed values}
\begin{verbatim}
Si, Z = 14, exchange-only LDA; 1 hartree = 27.21139 eV
total energy = -287.14529 hartree, -E/T = 1.00000000
3s: level = -9.7722 eV, outermost node = 0.724 bohr, peak = 1.782 bohr
3p: level = -3.2059 eV, outermost node = 0.718 bohr, peak = 2.166 bohr
AE F2(3p,3p) = 4.2118 eV, AE G1(3s,3p) = 6.0821 eV
AE 3p2: 1D-3P = 1.0108 eV, 1S-3P = 2.5271 eV
AE 3s3p3: 3S-5S = 8.1095 eV
Pseudo F2 and errors PS-AE (rc in bohr, energies in eV)
  rc      F2     dF2   dF2/F2(%)  d(1D-3P)  d(1S-3P)
 1.4   4.2630   0.0512    1.215     0.0123    0.0307
 1.6   4.2822   0.0704    1.671     0.0169    0.0422
 1.8   4.2920   0.0802    1.904     0.0192    0.0481
 2.0   4.2951   0.0833    1.978     0.0200    0.0500
 2.2   4.2938   0.0820    1.946     0.0197    0.0492
 2.4   4.2900   0.0781    1.855     0.0188    0.0469
 2.6   4.2855   0.0736    1.748     0.0177    0.0442
Pseudo G1 and errors PS-AE (rc in bohr, energies in eV)
  rc      G1     dG1   dG1/G1(%)  d(3S-5S)
 1.4   6.2109   0.1287    2.117     0.1717
 1.6   6.2392   0.1571    2.583     0.2095
 1.8   6.2456   0.1635    2.688     0.2180
 2.0   6.2368   0.1547    2.544     0.2063
 2.2   6.2174   0.1353    2.224     0.1804
 2.4   6.1911   0.1089    1.791     0.1453
 2.6   6.1611   0.0790    1.298     0.1053
F2: r^2 moment of u_p^2 inside rc (bohr^2); parts of dF2 (eV)
  rc    M2 AE    M2 PS   moment part  inner part
 1.4  0.09321  0.10359     0.0396     0.0116
 1.6  0.21044  0.22455     0.0421     0.0283
 1.8  0.39494  0.41122     0.0370     0.0432
 2.0  0.65135  0.66842     0.0292     0.0541
 2.2  0.97755  0.99419     0.0212     0.0608
 2.4  1.36616  1.38138     0.0144     0.0638
 2.6  1.80644  1.81964     0.0092     0.0644
G1: r moment of u_s u_p inside rc (bohr); parts of dG1 (eV)
  rc    M1 AE    M1 PS   moment part  inner part
 1.4  0.11654  0.12797     0.1012     0.0276
 1.6  0.22262  0.23660     0.0999     0.0572
 1.8  0.36252  0.37716     0.0819     0.0816
 2.0  0.52706  0.54080     0.0589     0.0959
 2.2  0.70571  0.71714     0.0369     0.0984
 2.4  0.88866  0.89653     0.0190     0.0900
 2.6  1.06795  1.07123     0.0059     0.0731
largest PS level deviation on rediagonalization = 2.7e-04 eV
largest relative PS integral deviation, two routes = 3.3e-05
\end{verbatim}
